**Spin spirals, sinusoidal spin-density waves and the 2q charge wave**

The program tests the result that a circular spin spiral obeys the generalized Bloch theorem, while a collinear sinusoidal wave does not unless its phase advance per site, `theta` = qd, is 0 or π. The symmetry mismatch is evaluated at `theta` = 0.95π and π/2; the case π enters only through the half-filled antiferromagnet. Here `h` is the exchange-field amplitude, `a` and `b` are the semi-axes of an elliptical field, `t` is the hopping, `U` the Hubbard repulsion, and `F` the coefficient of the quadratic charge response. On fixed-field rings it asserts the spiral's combined symmetry and two-state spectrum, the symmetry mismatch of the wave, and the sizes of the coupled momentum blocks. It also asserts the charge-response formula, the absence of a charge wave for the spiral and at half filling, and the fourth-order scaling of the energy difference between wave and spiral. For the mean-field Hubbard chain it asserts convergence, the even charge and odd moment harmonics, and the agreement of the supercell and spiral codes for the half-filled antiferromagnet. The output shows a self-consistent wave with a moment harmonic of 0.288 μB and a 2q charge harmonic of 0.0218 electrons. Its free energy lies 0.249 meV per site below the best spiral in the scan; this ordering is printed, not asserted, and holds for the chosen model parameters.

## Numerical verification

```python
"""Result under test: a circular spin spiral obeys the generalized Bloch theorem,
a collinear sinusoidal spin-density wave does not (unless q*d = 0 or pi).
The collinear wave generally carries a charge wave of wavevector 2q.

Model: chain of sites j with spacing d, hopping -t, exchange term -h_j.sigma.
theta = q*d is the phase advance per site; n_j is charge, m_j = n_up - n_down.
Elliptical field: h_j = (a cos(theta j), b sin(theta j), 0).
a = b is a spiral, b = 0 a collinear wave. Energies are in eV.
The last part solves the mean-field Hubbard chain with repulsion U.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components
from scipy.special import expit

t = 1.0
L, M = 40, 19
theta = 2 * np.pi * M / L
sites = np.arange(L)
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
one = np.eye(2, dtype=complex)
rng = np.random.default_rng(4)

# ---------- fixed exchange field on a ring ----------
kT_field, mu_field = 0.1, -0.4
twist = 2 * np.pi * 0.3 / L      # boundary twist, removes accidental degeneracies
shift = np.roll(np.eye(L), 1, axis=0)          # moves site j to j+1
hop = -t * np.exp(-1j * twist) * shift
hop = hop + hop.conj().T


def elliptical(a, b):
    return np.stack([a * np.cos(theta * sites), b * np.sin(theta * sites),
                     np.zeros(L)], axis=1)


def collinear(h, angle=theta, phase=0.0):
    field = np.zeros((L, 3))
    field[:, 2] = h * np.cos(angle * sites + phase)
    return field


def ring_hamiltonian(field):
    H = np.kron(hop, one)
    for axis, sigma in enumerate((sx, sy, sz)):
        H = H - np.kron(np.diag(field[:, axis]), sigma)
    return H


def ring_state(field, mu):
    """Site charges and grand potential of the ring."""
    e, v = np.linalg.eigh(ring_hamiltonian(field))
    weight = (np.abs(v) ** 2).reshape(L, 2, 2 * L).sum(axis=1)
    omega = -kT_field * np.logaddexp(0, -(e - mu) / kT_field).sum()
    return weight @ expit(-(e - mu) / kT_field), omega


def harmonic(values, order):
    return 2 * np.mean(values * np.cos(order * theta * sites))


def mismatch(H, n, S):
    W = np.kron(np.linalg.matrix_power(shift, n), S)
    return np.linalg.norm(H - W @ H @ W.conj().T) ** 2


h = 0.3
H_spiral = ring_hamiltonian(elliptical(h, h))
H_wave = ring_hamiltonian(collinear(h))

# The spiral is restored by one translation and one spin rotation.
S_spiral = np.diag(np.exp(-0.5j * theta * np.array([1, -1])))
spiral_mismatch = mismatch(H_spiral, 1, S_spiral)
assert spiral_mismatch < 1e-20

# Its ring spectrum must equal that of independent two-state problems.
k = 2 * np.pi * sites / L + twist


def band(x):
    return -2 * t * np.cos(x)


e1, e2 = band(k), band(k + theta)
root = np.sqrt(((e1 - e2) / 2) ** 2 + h ** 2)
two_state = np.sort(np.concatenate([(e1 + e2) / 2 - root, (e1 + e2) / 2 + root]))
spectrum_error = np.max(np.abs(np.linalg.eigvalsh(H_spiral) - two_state))
assert spectrum_error < 1e-11

# No spin rotation restores the collinear wave before half its period.
rotations = [one, 1j * sx]
for _ in range(12):
    u = rng.normal(size=4)
    u /= np.linalg.norm(u)
    rotations.append(u[0] * one - 1j * (u[1] * sx + u[2] * sy + u[3] * sz))
best = []
for n in range(1, L // 2 + 1):
    found = min(mismatch(H_wave, n, S) for S in rotations) / (2 * L * h ** 2)
    assert abs(found - (1 - abs(np.cos(n * theta)))) < 1e-10
    best.append(found)
smallest_n = 1 + int(np.argmax(np.array(best) < 1e-10))
assert best[smallest_n - 1] < 1e-10 and smallest_n == L // 2

# Up-up-down-down order: equal lengths, yet no one-site combined symmetry.
uudd = collinear(h, np.pi / 2, np.pi / 4)
assert np.ptp(np.abs(uudd[:, 2])) < 1e-12
uudd_mismatch = min(mismatch(ring_hamiltonian(uudd), 1, S)
                    for S in rotations) / (2 * L * h ** 2)
assert uudd_mismatch > 0.5

# Sizes of the blocks of plane waves that are coupled together.
plane = np.exp(2j * np.pi * np.outer(sites, sites) / L) / np.sqrt(L)
basis = np.kron(plane, one)


def block_size(H):
    links = np.abs(basis.conj().T @ H @ basis) > 1e-10
    labels = connected_components(csr_matrix(links), directed=False)[1]
    return int(np.bincount(labels).max())


block_spiral, block_wave = block_size(H_spiral), block_size(H_wave)
assert block_spiral == 2 and block_wave == L

# Quadratic charge response from second divided differences of the Fermi function.
e3 = band(k + 2 * theta)
f1, f2, f3 = (expit(-(e - mu_field) / kT_field) for e in (e1, e2, e3))
F = np.mean(f1 / ((e1 - e2) * (e1 - e3)) + f2 / ((e2 - e1) * (e2 - e3))
            + f3 / ((e3 - e1) * (e3 - e2)))
small = 0.005
response = []
for ratio in (0.0, 0.5):
    charge, _ = ring_state(elliptical(small, ratio * small), mu_field)
    coefficient = harmonic(charge, 2) / (small ** 2 * (1 - ratio ** 2))
    assert abs(coefficient / F - 1) < 0.02      # neglected fourth order in the field
    response.append(coefficient)
charge_spiral, _ = ring_state(elliptical(h, h), mu_field)
charge_wave, _ = ring_state(collinear(h), mu_field)
charge_half, _ = ring_state(collinear(h), 0.0)
assert np.ptp(charge_spiral) < 1e-11
assert np.ptp(charge_wave) > 1e-4
assert abs(harmonic(charge_wave, 1)) < 1e-11
assert np.max(np.abs(charge_half - 1)) < 1e-11

# Equal mean-square fields: energies agree at second order, differ at fourth.
_, omega_zero = ring_state(np.zeros((L, 3)), mu_field)
gaps, gains = [], []
for amp in (0.005, 0.01):
    omega_s = ring_state(elliptical(amp, amp), mu_field)[1]
    omega_w = ring_state(collinear(np.sqrt(2) * amp), mu_field)[1]
    gaps.append(omega_w - omega_s)
    gains.append(omega_s - omega_zero)
gap_ratio, gain_ratio = gaps[1] / gaps[0], gains[1] / gains[0]
assert abs(gap_ratio - 16) < 1 and abs(gain_ratio - 4) < 0.2

# ---------- self-consistent Hubbard mean field ----------
U, kT, filling = 2.0, 0.05, 0.95
total_k = 320


def collinear_scf(m_index, size, cells, electrons):
    """Supercell solution; Bloch phases +x and -x give equal densities."""
    j = np.arange(size)
    half = cells // 2
    H0 = np.zeros((half, size, size), complex)
    for i in range(half):
        for a in range(size):
            phase = np.exp(2j * np.pi * (i + 0.5) / cells) if a == size - 1 else 1
            H0[i, a, (a + 1) % size] += -t * phase
    H0 = H0 + H0.conj().transpose(0, 2, 1)
    n = np.full(size, float(electrons))
    m = 0.4 * np.cos(2 * np.pi * m_index * j / size)
    for _ in range(1400):
        H = np.stack([H0 + np.diag(U * (n - s * m) / 2) for s in (1, -1)])
        e, v = np.linalg.eigh(H)
        mu = brentq(lambda x: expit(-(e - x) / kT).sum() / (half * size)
                    - electrons, -10, 10, xtol=1e-13)
        occ = expit(-(e - mu) / kT)
        dens = np.einsum('skjb,skb->sj', np.abs(v) ** 2, occ) / half
        n_new, m_new = dens[0] + dens[1], dens[0] - dens[1]
        change = max(np.max(np.abs(n_new - n)), np.max(np.abs(m_new - m)))
        if change < 1e-8:
            break
        n, m = (n + n_new) / 2, (m + m_new) / 2
    omega = -kT * np.logaddexp(0, -(e - mu) / kT).sum() / (half * size)
    free = omega + mu * electrons - U * np.mean(n ** 2 - m ** 2) / 4
    return n, m, free, change


mesh = 2 * np.pi * (np.arange(total_k) + 0.5) / total_k


def spiral_free(m, angle, electrons):
    """Free energy per site of a spiral with moment m, from two-state problems."""
    a, b = band(mesh), band(mesh + angle)
    r = np.sqrt(((a - b) / 2) ** 2 + (U * m / 2) ** 2)
    e = np.concatenate([(a + b) / 2 - r, (a + b) / 2 + r])
    mu = brentq(lambda x: expit(-(e - x) / kT).sum() / total_k - electrons,
                -10, 10, xtol=1e-13)
    omega = -kT * np.logaddexp(0, -(e - mu) / kT).sum() / total_k
    return omega + mu * electrons + U * (electrons ** 2 + m ** 2) / 4


def best_spiral(angle, electrons):
    grid = np.linspace(0, 0.9, 31)
    start = grid[np.argmin([spiral_free(x, angle, electrons) for x in grid])]
    res = minimize_scalar(spiral_free, args=(angle, electrons), method='bounded',
                          bounds=(max(0, start - 0.03), start + 0.03),
                          options={'xatol': 1e-8})
    return res.fun, res.x

# Both descriptions apply to the half-filled two-sublattice antiferromagnet.
_, m_neel, free_neel, change_neel = collinear_scf(1, 2, total_k // 2, 1.0)
free_check, m_check = best_spiral(np.pi, 1.0)
assert change_neel < 1e-6
assert abs(free_neel - free_check) < 1e-7
assert abs(abs(m_neel[0]) - m_check) < 1e-4

n_w, m_w, free_wave, change_wave = collinear_scf(M, L, total_k // L, filling)
assert change_wave < 1e-6
assert abs(harmonic(m_w, 1)) > 0.05 and abs(harmonic(n_w, 2)) > 1e-3
assert max(abs(harmonic(n_w, 1)), abs(harmonic(n_w, 3))) < 1e-6
assert max(abs(harmonic(m_w, 2)), abs(harmonic(m_w, 4))) < 1e-6

angles = np.linspace(0.8, 1.0, 41) * np.pi
scan = [best_spiral(x, filling) for x in angles]
i_best = int(np.argmin([s[0] for s in scan]))
free_same, m_same = best_spiral(theta, filling)
free_para = spiral_free(0.0, theta, filling)


def show(label, value, unit=""):
    print(f"{label}: {value} {unit}".rstrip())


show("Hopping t", f"{t:.2f}", "eV")
show("Phase advance q*d", f"{theta / np.pi:.4f}", "pi rad")
show("Magnetic period", L, "sites")
print("FIXED FIELD")
show("Field amplitude h", f"{h:.2f}", "eV")
show("kT", f"{kT_field:.2f}", "eV")
show("Chemical potential", f"{mu_field:.2f}", "eV")
show("Spiral: squared symmetry mismatch", f"{spiral_mismatch:.1e}", "eV^2")
show("Spiral: largest level error of 2x2 formula", f"{spectrum_error:.1e}", "eV")
show("Wave: relative mismatch, n=1", f"{best[0]:.5f}")
show("Wave: relative mismatch, n=10", f"{best[9]:.5f}")
show("Wave: smallest n restoring symmetry", smallest_n, "sites")
show("Up-up-down-down: relative mismatch, n=1", f"{uudd_mismatch:.4f}")
show("Spiral: coupled plane-wave spin states", block_spiral)
show("Wave: coupled plane waves per spin", block_wave)
show("Charge coefficient F, formula", f"{F:.5f}", "eV^-2")
show("Charge coefficient, collinear, direct", f"{response[0]:.5f}", "eV^-2")
show("Charge coefficient, ellipse b/a=0.5, direct", f"{response[1]:.5f}", "eV^-2")
show("Spiral: charge spread", f"{np.ptp(charge_spiral):.1e}", "electrons")
show("Wave: 2q charge amplitude", f"{harmonic(charge_wave, 2):.5f}", "electrons")
show("Wave at half filling: largest charge deviation",
     f"{np.max(np.abs(charge_half - 1)):.1e}", "electrons")
show("Field doubled: spiral energy gain ratio", f"{gain_ratio:.3f}")
show("Field doubled: wave-spiral difference ratio", f"{gap_ratio:.3f}")
show("Wave minus spiral, spiral field 0.01 eV, whole ring", f"{gaps[1]:.3e}", "eV")
print("SELF-CONSISTENT HUBBARD CHAIN")
show("U", f"{U:.2f}", "eV")
show("kT", f"{kT:.2f}", "eV")
show("Electrons per site", f"{filling:.2f}")
show("Half-filled antiferromagnet: moment", f"{m_check:.5f}", "mu_B (g=2)")
show("Same: free-energy difference of two codes",
     f"{abs(free_neel - free_check):.1e}", "eV/site")
show("Wave: moment harmonic q", f"{harmonic(m_w, 1):.5f}", "mu_B (g=2)")
show("Wave: moment harmonic 3q", f"{harmonic(m_w, 3):.5f}", "mu_B (g=2)")
show("Wave: charge harmonic 2q", f"{harmonic(n_w, 2):.5f}", "electrons")
show("Wave: charge harmonic 4q", f"{harmonic(n_w, 4):.5f}", "electrons")
show("Wave: charge at antinode j=0", f"{n_w[0]:.5f}", "electrons")
show("Wave: charge at node j=10", f"{n_w[10]:.5f}", "electrons")
show("Wave: moment at antinode j=0", f"{m_w[0]:.5f}", "mu_B (g=2)")
show("Free energy, nonmagnetic", f"{free_para:.6f}", "eV/site")
show("Free energy, spiral at same q", f"{free_same:.6f}", "eV/site")
show("Moment, spiral at same q", f"{m_same:.5f}", "mu_B (g=2)")
show("Best spiral in scan: q*d", f"{angles[i_best] / np.pi:.4f}", "pi rad")
show("Best spiral: moment", f"{scan[i_best][1]:.5f}", "mu_B (g=2)")
show("Free energy, best spiral", f"{scan[i_best][0]:.6f}", "eV/site")
show("Free energy, collinear wave", f"{free_wave:.6f}", "eV/site")
show("Wave minus best spiral", f"{1000 * (free_wave - scan[i_best][0]):.3f}",
     "meV/site")
print("success")
```

Output:

```
Hopping t: 1.00 eV
Phase advance q*d: 0.9500 pi rad
Magnetic period: 40 sites
FIXED FIELD
Field amplitude h: 0.30 eV
kT: 0.10 eV
Chemical potential: -0.40 eV
Spiral: squared symmetry mismatch: 1.7e-28 eV^2
Spiral: largest level error of 2x2 formula: 3.0e-15 eV
Wave: relative mismatch, n=1: 0.01231
Wave: relative mismatch, n=10: 1.00000
Wave: smallest n restoring symmetry: 20 sites
Up-up-down-down: relative mismatch, n=1: 1.0000
Spiral: coupled plane-wave spin states: 2
Wave: coupled plane waves per spin: 40
Charge coefficient F, formula: 0.25190 eV^-2
Charge coefficient, collinear, direct: 0.25190 eV^-2
Charge coefficient, ellipse b/a=0.5, direct: 0.25190 eV^-2
Spiral: charge spread: 8.9e-16 electrons
Wave: 2q charge amplitude: 0.02106 electrons
Wave at half filling: largest charge deviation: 8.9e-16 electrons
Field doubled: spiral energy gain ratio: 4.000
Field doubled: wave-spiral difference ratio: 15.998
Wave minus spiral, spiral field 0.01 eV, whole ring: -3.502e-08 eV
SELF-CONSISTENT HUBBARD CHAIN
U: 2.00 eV
kT: 0.05 eV
Electrons per site: 0.95
Half-filled antiferromagnet: moment: 0.34008 mu_B (g=2)
Same: free-energy difference of two codes: 1.1e-16 eV/site
Wave: moment harmonic q: 0.28755 mu_B (g=2)
Wave: moment harmonic 3q: -0.01054 mu_B (g=2)
Wave: charge harmonic 2q: 0.02176 electrons
Wave: charge harmonic 4q: -0.00146 electrons
Wave: charge at antinode j=0: 0.97038 electrons
Wave: charge at node j=10: 0.92671 electrons
Wave: moment at antinode j=0: 0.27736 mu_B (g=2)
Free energy, nonmagnetic: -0.819379 eV/site
Free energy, spiral at same q: -0.820287 eV/site
Moment, spiral at same q: 0.18000 mu_B (g=2)
Best spiral in scan: q*d: 0.9550 pi rad
Best spiral: moment: 0.17856 mu_B (g=2)
Free energy, best spiral: -0.820291 eV/site
Free energy, collinear wave: -0.820540 eV/site
Wave minus best spiral: -0.249 meV/site
success
```
